\section*{The continuum string potential of an atomic row from Lindhard's standard potential}

\section{An ion travelling almost parallel to a row}

An ion enters a crystal nearly parallel to a row of atoms. It passes one atom after another on the same side, each pushes it slightly away from the row, and if the pushes add up in time the ion is turned back without a close collision. Such channelled ions can travel deeper than ions in a disordered target, which matters when a dopant profile is set by implantation. Can the many separate atoms be replaced by one smooth potential $U(r)$ that depends only on the distance $r$ from the row?

The row is taken as straight and infinite, with identical fixed atoms at $z=nd$, where $n$ is any integer. The ion has charge number $Z_1$ and the atoms have $Z_2$. Hartree atomic units are used, so two unit charges at distance $R$ have energy $1/R$. Thermal motion, recoil, electronic stopping and other rows are left out; only thermal motion is taken up again, at the end.

The numerical case has round parameters: $Z_1=5$, $Z_2=15$, $d=8$ bohr and screening length $a=0.3$ bohr. Then $Z_1Z_2/d=75/8=9.375$ hartree.

\section{Simplest case: bare nuclei}

Suppose first that the atoms have no electrons. Spreading their charge evenly along the row and keeping only $|z|<L$ gives the energy
\begin{equation}
U_{\rm bare}(r)=\frac{Z_1Z_2}{d}\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}} .
\end{equation}
With $z=r\sinh u$ we have $dz=r\cosh u\,du$ and $\sqrt{r^2+z^2}=r\cosh u$. The integrand becomes 1, and
\begin{equation}
\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}}=2\,\mathrm{arsinh}\frac Lr
\;\longrightarrow\;2\ln\frac{2L}{r}\qquad(L\gg r). \label{bare}
\end{equation}
This grows without limit as $L\to\infty$: distant bare nuclei contribute as $1/|z|$, which is not integrable. The force $-dU_{\rm bare}/dr\to 2Z_1Z_2/(dr)$ is finite, as for any charged line. A potential that vanishes far from the row needs the electrons.

\section{One screened atom}

Lindhard's standard potential is
\begin{equation}
V(R)=Z_1Z_2\left[\frac1R-\frac1{\sqrt{R^2+b^2}}\right],\qquad b^2=C^2a^2,\quad C^2=3. \label{V}
\end{equation}
Here $b=\sqrt3\times0.3=0.5196$ bohr. Near the nucleus the first term dominates. Far away,
\begin{equation}
\frac1{\sqrt{R^2+b^2}}=\frac1R\left(1-\frac{b^2}{2R^2}+\dots\right)
\quad\Rightarrow\quad V\simeq\frac{Z_1Z_2b^2}{2R^3}, \label{tail}
\end{equation}
which is integrable along the row.

The second term has an electrostatic reading if the ion is treated as a point charge. Let the atom's electrons have density $Z_2n(R)$, with $n$ normalized to one. Their potential is $-Z_2/S$ with $S=\sqrt{R^2+b^2}$, so Poisson's equation requires $\nabla^2(1/S)=-4\pi n$. Since $d(1/S)/dR=-R/S^3$,
\begin{align}
\nabla^2\frac1S&=\frac1{R^2}\frac{d}{dR}\left(-\frac{R^3}{S^3}\right)
=-\frac{3}{S^3}+\frac{3R^2}{S^5}=-\frac{3b^2}{S^5},\\
n(R)&=\frac{3b^2}{4\pi(R^2+b^2)^{5/2}} . \label{n}
\end{align}
The charge within radius $R$ is $R^3/S^3$, which tends to 1: the atom is neutral.

The value $C^2=3$ belongs to the atomic model. To see how rough it is, write $V=(Z_1Z_2/R)\,\varphi(x)$ with $x=R/a$ and $\varphi=1-x/\sqrt{x^2+3}$, and compare with the numerical solution of the neutral-atom Thomas--Fermi equation $\varphi''=\varphi^{3/2}/\sqrt x$:
\begin{center}
\begin{tabular}{ccc}
$x$ & Thomas--Fermi $\varphi$ & Lindhard $\varphi$\\
0.5 & 0.607 & 0.723\\
2 & 0.243 & 0.244\\
10 & 0.024 & 0.015
\end{tabular}
\end{center}
Relative to Thomas--Fermi, the standard form is 19\% high at $x=0.5$ and about 40\% low at $x=10$. Thomas--Fermi is itself a statistical model without shell structure, so this compares two models and does not measure an error against real atoms.

\section{From one atom to the row}

The potential energy near the row is $W(r,z)=\sum_nV\big(\sqrt{r^2+(z-nd)^2}\big)$. Define $U$ as its average over one period:
\begin{equation}
U(r)=\frac1d\int_0^d\sum_nV\!\left(\sqrt{r^2+(z-nd)^2}\right)dz .
\end{equation}
All terms are positive, so sum and integral may be exchanged. In term $n$ put $t=z-nd$; then $t$ runs from $-nd$ to $(1-n)d$. As $n$ runs over the integers these intervals cover the line once, without gaps:
\begin{equation}
U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+t^2}\right)dt . \label{unfold}
\end{equation}
Averaging over many atoms within one period is the same as integrating one atom over the whole line.

Each term of (\ref{V}) diverges separately, so both are integrated to the same cutoff $L$. Let $\rho=\sqrt{r^2+b^2}$. The second term is (\ref{bare}) with $r$ replaced by $\rho$. Using $\mathrm{arsinh}\,y=\ln(y+\sqrt{1+y^2})$,
\begin{align}
2\,\mathrm{arsinh}\frac Lr-2\,\mathrm{arsinh}\frac L\rho
&=2\ln\left[\frac{\rho}{r}\;\frac{L+\sqrt{L^2+r^2}}{L+\sqrt{L^2+\rho^2}}\right]\\
&\longrightarrow2\ln\frac\rho r=\ln\frac{r^2+b^2}{r^2}\qquad(L\to\infty),
\end{align}
because the last fraction tends to 1. Hence
\begin{equation}
\boxed{\;U(r)=\frac{Z_1Z_2}{d}\ln\left(1+\frac{3a^2}{r^2}\right)\;} \label{U}
\end{equation}
for $r>0$. Given (\ref{V}), this average involves no approximation.

At $r=0.5$ bohr the cancellation looks like this:
\begin{center}
\begin{tabular}{cccc}
$L$ (bohr) & first term & second term & difference\\
10 & 7.3790 & 6.6480 & 0.73102\\
100 & 11.9829 & 11.2506 & 0.73235\\
1000 & 16.5881 & 15.8557 & 0.73237
\end{tabular}
\end{center}
The limit is $\ln(1+0.27/0.25)=0.73237$. By (\ref{tail}) the part beyond the cutoff is $2\int_L^\infty b^2/(2z^3)\,dz=b^2/(2L^2)$, or $0.00135$ for $L=10$ bohr, which is the shortfall in the first line. The potential is
\[
U(0.5)=9.375\times0.73237=6.866\ \text{hartree}=186.8\ \text{eV}.
\]

\subsection*{Two limits}

For $r\ll b$ the 1 in the logarithm can be dropped:
\begin{equation}
U\simeq\frac{Z_1Z_2}{d}\ln\frac{3a^2}{r^2}.
\end{equation}
This is the logarithm of the bare line, with the arbitrary cutoff replaced by the screening length. For $r\gg b$, $\ln(1+y)\simeq y-y^2/2$ gives
\begin{equation}
U\simeq\frac{3Z_1Z_2a^2}{d\,r^2}\left(1-\frac{3a^2}{2r^2}\right).
\end{equation}
One power of distance has been lost relative to (\ref{tail}), since a length of row proportional to $r$ contributes. At $r=10$ bohr the leading term exceeds the integral (\ref{unfold}) by 0.13\%, as the correction predicts: $0.27/200=0.00135$. At $r=0.01$ bohr the small-distance form agrees with the integral to 0.005\%.

The choice of $C^2$ can now be followed into the row. Near the row, changing it shifts $U$ by a constant; far away, $U$ is proportional to it. Integrating the Thomas--Fermi atom along the row gives $dU/(Z_1Z_2)=2.297$, $0.640$ and $0.047$ at $r/a=0.5$, $2$ and $10$, against $2.565$, $0.560$ and $0.030$ from (\ref{U}). Relative to Thomas--Fermi, (\ref{U}) is 12\% high at the first distance and 38\% low at the last.

\section{The same result from Gauss's law}

The force can be found without the divergent integrals. First project one atom's electrons onto the plane perpendicular to the row. At distance $s$ from the row, put $z=\sqrt{s^2+b^2}\tan\theta$ in the integral of (\ref{n}):
\begin{align}
\int_{-\infty}^{\infty}n\,dz
&=\frac{3b^2}{4\pi(s^2+b^2)^2}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta
=\frac{b^2}{\pi(s^2+b^2)^2},
\end{align}
since the angular integral is $4/3$. The fraction of electrons inside a cylinder of radius $r$ is
\begin{equation}
q(r)=\int_0^r\frac{2b^2s\,ds}{(s^2+b^2)^2}
=b^2\left[\frac1{b^2}-\frac1{r^2+b^2}\right]=\frac{r^2}{r^2+b^2}.
\end{equation}
Take a cylinder of length $d$ around the row. The fluxes through its two ends cancel by periodicity, and it holds the net charge $Z_2(1-q)$, the tails of neighbouring atoms making up for what each atom loses through the ends. Gauss's law, $2\pi rd\,\mathcal E=4\pi Z_2(1-q)$, gives the mean outward field $\mathcal E$ and the mean force on the ion:
\begin{equation}
F(r)=Z_1\mathcal E=\frac{2Z_1Z_2}{d\,r}\,\frac{b^2}{r^2+b^2}. \label{F}
\end{equation}
With $U(\infty)=0$ and $b^2/[s(s^2+b^2)]=1/s-s/(s^2+b^2)$,
\begin{equation}
U(r)=\int_r^\infty F\,ds=\frac{2Z_1Z_2}{d}\left[\ln\frac{s}{\sqrt{s^2+b^2}}\right]_r^\infty
=\frac{Z_1Z_2}{d}\ln\frac{r^2+b^2}{r^2},
\end{equation}
which is (\ref{U}) again. The argument of the logarithm is $1/q$. At $r=0.5$ bohr, $q=0.4808$ and $F=37.5\times0.5192=19.47$ hartree/bohr.

\section{What the average removes}

The full row potential is periodic and even in $z$. With $g_m=2\pi m/d$ its Fourier series is $W=U+2\sum_{m\ge1}W_m\cos g_mz$, and the unfolding that led to (\ref{unfold}) gives
\begin{equation}
W_m=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)\cos(g_mz)\,dz .
\end{equation}
The substitution $z=r\sinh u$ turns the first term into $2\int_0^\infty\cos(g_mr\sinh u)\,du=2K_0(g_mr)$, an integral form of the modified Bessel function $K_0$. The second term has $\rho$ in place of $r$. Therefore
\begin{equation}
W(r,z)=U(r)+\frac{4Z_1Z_2}{d}\sum_{m\ge1}\left[K_0(g_mr)-K_0(g_m\rho)\right]\cos g_mz .
\end{equation}
At large argument $K_0(y)$ falls essentially as $e^{-y}$, so far from the row the decay length of the ripple approaches $d/2\pi$, here 1.3 bohr. The approach is slow and closer in the ripple falls faster: the local decay length is about 0.6 bohr at $r=2$ bohr and 0.85 bohr at $r=4$ bohr. Direct summation over atoms gives, in hartree,
\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & opposite an atom & midway & average $U$\\
0.5 & 46.04 & 0.32 & 6.87\\
1 & 8.49 & 0.30 & 2.24\\
2 & 1.25 & 0.24 & 0.61\\
4 & 0.192 & 0.126 & 0.157
\end{tabular}
\end{center}
The potential near the row is far from flat: at 0.5 bohr it varies by a factor above 100. An ion at rest there would not feel $U$. If $U$ guides a moving ion, the reason must lie in the motion.

\section{Why a fast ion follows the average}

Let the ion have mass $M$, speed $v$, energy $E=Mv^2/2$ and a small angle $\psi$ to the row. While it passes one atom, treat its path as straight, with $r$ constant and $dz=v\,dt$. The transverse impulse is
\begin{equation}
\Delta p=\frac1v\int_{-\infty}^{\infty}\left(-\frac{\partial V}{\partial r}\right)dz=-\frac dv\,U'(r)=F(r)\,\frac dv .
\end{equation}
This is the mean force acting for the time $d/v$ between atoms. The ripple has no effect on the impulse at this order. The deflection per atom is
\begin{equation}
\delta=\frac{\Delta p}{Mv}=\frac{d\,F(r)}{2E}. \label{delta}
\end{equation}
If neither $r$ nor the direction changes much from one atom to the next, the steps merge into $M\ddot r=-U'(r)$ for motion in a plane containing the row. Multiplying by $\dot r$ and integrating, with $\dot r=-v\sin\psi$ on approach, gives a conserved transverse energy
\begin{equation}
E_\perp=E\sin^2\psi+U(r).
\end{equation}
At the turning distance $r_{\min}$ all of it is potential energy:
\begin{equation}
\ln\left(1+\frac{b^2}{r_{\min}^2}\right)=\frac{E_\perp d}{Z_1Z_2}
\quad\Rightarrow\quad
r_{\min}=\frac{b}{\sqrt{e^{E_\perp d/(Z_1Z_2)}-1}} . \label{rmin}
\end{equation}
A natural angle scale is $\sin\psi_1=\sqrt{2Z_1Z_2/(Ed)}$, for which $E\sin^2\psi_1=2Z_1Z_2/d$.

Equation (\ref{rmin}) has a solution at every angle, because $U$ is infinite on the row. Discrete atoms leave gaps, so the continuum picture must fail at steep incidence.

\section{Ions against discrete atoms}

All trajectories below lie in a plane containing the row; an ion with angular momentum about the row can pass beside it, so the crossing counts refer to this geometry only. Ions were followed numerically past fixed atoms with potential (\ref{V}), starting at $r=3$ bohr from 12 equally spaced positions within one period. For $E=20\,000$ hartree (544 keV), $\sin\psi_1=0.0306$. At half this scale, $\psi=0.88^\circ$ and
\[
E_\perp=\tfrac12\times9.375+9.375\ln1.03=4.965\ \text{hartree}.
\]
The exponent in (\ref{rmin}) is $4.965/9.375=0.5296$, so $r_{\min}=0.5196/\sqrt{0.698}=0.622$ bohr. The results, with lengths in bohr, are:
\begin{center}
\begin{tabular}{ccccc}
$E$ (hartree) & $\sin\psi/\sin\psi_1$ & $r_{\min}$ & found & crossed\\
20\,000 & 0.5 & 0.622 & 0.621--0.623 & 0\\
500 & 0.5 & 0.622 & 0.569--0.683 & 0\\
20\,000 & 1.5 & 0.054 & 0.009--0.088 & 0\\
20\,000 & 2.0 & 0.009 & 0.005--0.039 & 9
\end{tabular}
\end{center}
The ``found'' column covers ions that turned back.

In the first case the continuum distance holds to 0.2\%, although at $r=0.622$ bohr the potential is 28.1 hartree opposite an atom and 0.32 hartree midway. A flat potential is therefore not needed.

The second case keeps $E_\perp$ fixed and lowers the energy. The continuum answer is unchanged, but the turning distances of these 12 ions deviate from it by up to 10\%. Equation (\ref{delta}) shows why. At $r_{\min}$, (\ref{F}) gives $F=18.75\times0.27/(0.622\times0.657)=12.4$ hartree/bohr. The deflection per atom is $8\times12.4/40\,000=0.0025$ for the fast ion, one sixth of its initial $\sin\psi=0.0153$. For the slow ion it is $0.099$, as large as its initial $\sin\psi=0.097$. One atom can then supply about half of the ion's whole deflection, and its position matters.

In the third case the ion moves $d\sin\psi=0.37$ bohr sideways between atoms, nearly seven times $r_{\min}$. The closest ion turns at 0.009 bohr, 84\% below the continuum value, yet none of the 12 ions crosses. A rough impulse estimate accounts for this. An ion arriving at an atom at distance $r$ with local angle $\theta$ crosses before the next atom if $(\theta-\delta)d>r$, or
\begin{equation}
\theta>\frac rd+\frac{Z_1Z_2}{E\,r}\,\frac{b^2}{r^2+b^2}.
\end{equation}
The first term penalizes distant passages and the second close ones. Near $r=0.18$ bohr the right side is smallest, about $0.0225+0.0186=0.041$. The ion starts with $0.046$, but preceding atoms at about $0.5$ and $0.86$ bohr remove some $0.004$ and $0.001$, leaving it just short. The margin is too thin for the estimate to decide the matter alone. At twice the scale the ion starts with $0.061$, well above the threshold, and 9 of 12 cross. At 1.5 times the scale, a sideways step of nearly seven times $r_{\min}$ thus made the turning distance unreliable without letting any of these 12 ions cross. Not crossing is not the same as being channelled, however: an ion that comes within about 0.01 bohr of the row can collide closely with an atom and be scattered through a large angle.

\section{Beside a real crystal}

The parameters resemble a light dopant such as boron moving along a close-packed row in silicon, where $Z_2=14$ and the spacing is roughly 7 bohr. At equal $E_\perp$ the continuum picture was less accurate at 500 hartree, or 13.6 keV, than at 544 keV. One assumption that fails close to the row is that the atoms are fixed. Suppose they are displaced at random, with root-mean-square size $u$ along each transverse direction. For $r\gg u$, a second-order expansion of the averaged potential adds $\tfrac12u^2\nabla^2U$. From (\ref{F}), $rU'=-(2Z_1Z_2/d)\,b^2/(r^2+b^2)$, so
\begin{equation}
\Delta U=\frac{u^2}{2r}\frac{d(rU')}{dr}=\frac{2Z_1Z_2}{d}\,\frac{u^2b^2}{(r^2+b^2)^2}.
\end{equation}
For silicon at room temperature a Debye estimate with a Debye temperature of 543 K gives $u\approx0.14$ bohr; this depends on the Debye temperature adopted, from 0.16 bohr at 490 K to 0.12 bohr at 645 K. With $u=0.1$ bohr, $\Delta U$ at $r=0.622$ bohr is $18.75\times0.0027/0.431=0.12$ hartree, about 2\% of $U$; with $u=0.14$ bohr it is about twice as large. At distances comparable with $u$ the expansion fails. There the averaged logarithm stays finite, because $\int r\ln r\,dr$ converges at $r=0$, so the infinite barrier of the rigid row disappears. The turning distances below $0.1$ bohr found above therefore describe the rigid model and should not be carried over to a warm crystal. Neighbouring rows, electronic stopping and surface layers also change real trajectories; their effect is not estimated here. For the $\langle110\rangle$ rows of silicon the nearest neighbouring row is only about 2.6 bohr away, closer than the 3 bohr starting distance used above, so a single row describes such a crystal only well inside that distance. The numerical output below gives the tabulated values with more digits.

\section*{Calculated quantities}
\begin{verbatim}
Z1 = 5, Z2 = 15, a = 0.3 bohr, d = 8.0 bohr, b = 0.5196 bohr
Energy scale Z1*Z2/d = 9.3750 hartree
r (bohr) | U integral (hartree) | U formula (hartree) | U (eV)
0.1 | 31.239417 | 31.239417 | 850.068
0.3 | 12.996510 | 12.996510 | 353.653
0.5 | 6.865949 | 6.865949 | 186.832
1.0 | 2.240783 | 2.240783 | 60.975
2.0 | 0.612370 | 0.612370 | 16.663
At r = 0.5 bohr: cutoff L (bohr) | bare | screening | difference
10 | 7.379008 | 6.647986 | 0.731022
100 | 11.982942 | 11.250587 | 0.732354
1000 | 16.588099 | 15.855732 | 0.732368
Limit ln(1+3a^2/r^2) = 0.732368
small-r form / integral at r = 0.01 bohr: 0.999953
large-r form / integral at r = 10 bohr: 1.001349
Electron fraction inside r = 0.5 bohr: 0.480769
Force at 0.5 bohr, Gauss: 19.471154 hartree/bohr
Force at 0.5 bohr, impulses: 19.471154 hartree/bohr
r (bohr) | opposite atom | midway | average U (hartree)
0.5 | 46.04089 | 0.32167 | 6.86595
1.0 | 8.49474 | 0.30175 | 2.24078
2.0 | 1.24881 | 0.23999 | 0.61237
4.0 | 0.19193 | 0.12564 | 0.15688
x=R/a | screening TF | Lindhard || row d*U/(Z1*Z2) TF | Lindhard
0.5 | 0.6070 | 0.7226 || 2.2970 | 2.5649
1.0 | 0.4240 | 0.5000 || 1.3284 | 1.3863
2.0 | 0.2430 | 0.2441 || 0.6397 | 0.5596
5.0 | 0.0788 | 0.0551 || 0.1713 | 0.1133
10.0 | 0.0243 | 0.0147 || 0.0474 | 0.0296
Largest screening difference for x from 0 to 20: 0.1162
Ions start at r = 3.0 bohr, 12 phases per case
fast, 0.5 scale: E = 20000 hartree = 544.2 keV
  sin(psi_1) = 0.03062, sin(psi) = 0.01531, psi = 0.877 deg
  E_perp = 4.9646 hartree, d*sin(psi) = 0.1225 bohr
  continuum r_min = 0.6219 bohr; discrete 0.6214 to 0.6229 bohr, largest deviation 0.17 percent
  ions crossing the row: 0
slow, 0.5 scale: E = 500 hartree = 13.6 keV
  sin(psi_1) = 0.19365, sin(psi) = 0.09682, psi = 5.556 deg
  E_perp = 4.9646 hartree, d*sin(psi) = 0.7746 bohr
  continuum r_min = 0.6219 bohr; discrete 0.5694 to 0.6832 bohr, largest deviation 9.87 percent
  ions crossing the row: 0
fast, 1.5 scale: E = 20000 hartree = 544.2 keV
  sin(psi_1) = 0.03062, sin(psi) = 0.04593, psi = 2.632 deg
  E_perp = 42.4646 hartree, d*sin(psi) = 0.3674 bohr
  continuum r_min = 0.0543 bohr; discrete 0.0085 to 0.0883 bohr, largest deviation 84.25 percent
  ions crossing the row: 0
fast, 2.0 scale: E = 20000 hartree = 544.2 keV
  sin(psi_1) = 0.03062, sin(psi) = 0.06124, psi = 3.511 deg
  E_perp = 75.2771 hartree, d*sin(psi) = 0.4899 bohr
  continuum r_min = 0.0094 bohr; discrete 0.0051 to 0.0394 bohr, largest deviation 320.48 percent
  ions crossing the row: 9
Row potential at r = 0.6219 bohr: opposite atom 28.103, midway 0.318 hartree
\end{verbatim}
